# Cauchy Relations from Central Pair Forces and Their Failure in Diamond

A cubic crystal has three independent elastic constants, \(C_{11}\), \(C_{12}\) and \(C_{44}\), and one may try to fit a pair potential to all three. For an unstressed fcc or bcc crystal with one atom per primitive cell the fit fails whenever \(C_{12}\neq C_{44}\), whatever the number of parameters, because the lattice sums for the two constants are the same sum. The opposite error is also possible. If the equality is carried over to the diamond structure, the stable pair model worked out below is assigned \(C_{44}=659\) GPa, when its value is \(287\) GPa. The theorem states when the equality is forced and what replaces it in diamond.

## Setting and assumptions

Hartree atomic units are used. The crystal is a static lattice (no vibrational energy) with cell volume \(\Omega\) and sublattices \(\kappa=1,\dots,n\). An ordered bond runs from an atom of the home cell to any other atom. Its reference vector is \(\mathbf R\), with \(r=|\mathbf R|\). Repeated Cartesian indices are summed.

A deformation moves an atom of sublattice \(\kappa\) from \(\mathbf x\) to \(F\mathbf x+\mathbf u_\kappa\). The shifts \(\mathbf u_\kappa\) are the internal strain. The Lagrangian strain is \(\eta=\tfrac12(F^TF-1)\). Voigt indices \(1,\dots,6\) stand for \(xx,yy,zz,yz,xz,xy\), with \(\eta_1=\eta_{xx}\) and \(\eta_4=2\eta_{yz}\). \(W\) is the energy per reference volume. The constants \(C_{ijkl}=\partial^2W/\partial\eta_{ij}\partial\eta_{kl}\) are taken with the shifts relaxed, and \(C^0_{ijkl}\) with the shifts clamped at zero.

- **A1.** \(W=\frac{1}{2\Omega}\sum\phi\) over ordered bonds, where \(\phi\) depends on the bond length and the two species, and the sums below converge absolutely. Unscreened Coulomb forces are thereby left outside the proof.
- **A2.** No force acts on any atom in the reference state, and the shift stiffness \(E\) of Lemma 2 is invertible once one sublattice is held fixed.
- **A3.** The reference stress is zero.
- **A4.** Every atom is a centre of inversion of the crystal.

## Theorem

(a) Under A1 to A4 the stress-strain coefficients are symmetric in all four indices:
\[ C_{23}=C_{44},\; C_{13}=C_{55},\; C_{12}=C_{66},\; C_{14}=C_{56},\; C_{25}=C_{46},\; C_{36}=C_{45}. \]
In a cubic crystal these Cauchy relations reduce to \(C_{12}=C_{44}\).

(b) In the diamond structure, under A1 to A3, \(C_{12}-C_{44}=D^2/E\), with scalars \(D\) and \(E\) defined in the proof. The difference is non-negative when the crystal is stable against a relative shift of its sublattices, \(E>0\).

## Lemma 1 (bond length)

Let \(\mathbf w_\kappa=F^T\mathbf u_\kappa\), and let \(\Delta\mathbf w\) be \(\mathbf w\) at the end of a bond minus \(\mathbf w\) at its start. The squared length \(s\) of the deformed bond changes by
\[ \delta s=2\,\mathbf R\cdot\eta\mathbf R+2\,\mathbf R\cdot\Delta\mathbf w+|\Delta\mathbf w|^2+O(\eta w^2). \]

*Proof.* The deformed vector is \(F\mathbf R+\Delta\mathbf u\), so \(s=\mathbf R\cdot F^TF\mathbf R+2\mathbf R\cdot F^T\Delta\mathbf u+|\Delta\mathbf u|^2\). The first term is \(r^2+2\mathbf R\cdot\eta\mathbf R\) by the definition of \(\eta\). The second is \(2\mathbf R\cdot\Delta\mathbf w\). In the third, \(\Delta\mathbf u=(F^T)^{-1}\Delta\mathbf w\) gives \(\Delta\mathbf w\cdot(1+2\eta)^{-1}\Delta\mathbf w=|\Delta\mathbf w|^2+O(\eta w^2)\). ∎

## Lemma 2 (energy to second order)

With \(\alpha=\phi''-\phi'/r\), \(\beta=\phi'/r\) and \(\Phi_{ij}=\alpha R_iR_j/r^2+\beta\delta_{ij}\),
\[ W=W_0+\sigma_{ij}\eta_{ij}+\tfrac12C^0_{ijkl}\eta_{ij}\eta_{kl}+\sum_\kappa D_{\kappa i,jk}\,w_{\kappa i}\eta_{jk}+\tfrac12\,w^TEw+O(3), \]
\[ \sigma_{ij}=\frac1{2\Omega}\sum\beta R_iR_j,\qquad C^0_{ijkl}=\frac1{2\Omega}\sum\frac{\alpha}{r^2}R_iR_jR_kR_l, \]
\[ D_{\kappa i,jk}=-\frac1\Omega\sum_{\text{from }\kappa}\frac{\alpha}{r^2}R_iR_jR_k,\qquad w^TEw=\frac1{2\Omega}\sum\Delta\mathbf w\cdot\Phi\,\Delta\mathbf w. \]

*Proof.* Put \(\psi(s)=\phi(\sqrt s)\). Since \(d/ds=(1/2r)\,d/dr\), one has \(\psi'=\phi'/2r=\beta/2\) and
\[ \psi''=\frac1{2r}\left(\frac{\phi''}{2r}-\frac{\phi'}{2r^2}\right)=\frac{\alpha}{4r^2}. \]
Each bond changes its energy by \(\psi'\delta s+\tfrac12\psi''\delta s^2\). Write \(p=\mathbf R\cdot\eta\mathbf R\) and \(q=\mathbf R\cdot\Delta\mathbf w\). Lemma 1 gives, through second order,
\[ \beta p+\beta q+\tfrac12\beta|\Delta\mathbf w|^2+\frac{\alpha}{2r^2}\left(p^2+2pq+q^2\right). \]
Multiply by \(1/2\Omega\) and sum. The term \(\beta p\) gives \(\sigma_{ij}\eta_{ij}\), and \(\alpha p^2/2r^2\) gives \(\tfrac12C^0\eta\eta\). The terms \(\tfrac12\beta|\Delta\mathbf w|^2+\alpha q^2/2r^2\) equal \(\tfrac12\Delta\mathbf w\cdot\Phi\Delta\mathbf w\).

In the terms linear in \(q\), collect the coefficient of \(\mathbf w_\kappa\). A bond starting on \(\kappa\) has \(q\ni-\mathbf R\cdot\mathbf w_\kappa\). A bond ending on sublattice \(\kappa\) has \(q\ni+\mathbf R'\cdot\mathbf w_\kappa\), and after a lattice translation it is the reverse of a bond starting on \(\kappa\), so \(\mathbf R'=-\mathbf R\) with the same \(p\), \(\alpha\), \(\beta\). The two contributions are equal and cancel the factor \(\tfrac12\). The cross term \(\alpha pq/r^2\) thus gives \(D\) with its minus sign. The term \(\beta q\) gives \(-\Omega^{-1}\sum_\kappa\mathbf f_\kappa\cdot\mathbf w_\kappa\), where \(\mathbf f_\kappa=\sum_{\text{from }\kappa}\beta\mathbf R\) is the force on atom \(\kappa\), and it vanishes by A2. ∎

*Remark.* \(C^0_{ijkl}\) is unchanged by any permutation of its indices, because each term is a product of four components of one vector. This holds at any reference stress. A general elastic tensor is a symmetric \(6\times6\) matrix with 21 entries. A fully symmetric one is fixed by which indices occur: 3 components of type \(xxxx\), 6 of type \(xxxy\), 3 of type \(xxyy\) and 3 of type \(xxyz\), 15 in all. The six lost components are the Cauchy relations.

## Lemma 3 (relaxation)

In Voigt form, with sublattice 1 held fixed, \(w=-E^{-1}D\eta\) and \(C=C^0-D^TE^{-1}D\).

*Proof.* \(W\) depends on differences of shifts, so \(\mathbf w_1=0\) loses nothing. \(D\) is then a \((3n-3)\times6\) matrix. Stationarity in \(w\) reads \(D\eta+Ew=0\) at lowest order, which A2 solves. As \(w=O(\eta)\), the omitted terms of \(W\) are \(O(\eta^3)\). Substitution gives \(w^TD\eta+\tfrac12w^TEw=(-1+\tfrac12)\,\eta^TD^TE^{-1}D\eta\). ∎

*Remark.* If \(E\) is positive definite, so is \(E^{-1}\), and \(\eta^T(C-C^0)\eta\le0\) for every strain. Relaxation cannot raise a diagonal constant such as \(C_{44}\). The correction is a product of two third-rank tensors contracted through \(E^{-1}\), and nothing in its form makes it symmetric under exchange of an index of the first pair with one of the second.

## Lemma 4 (inversion)

Under A1 and A4, the force on every atom vanishes for every \(F\) at zero shifts, and \(D=0\).

*Proof.* Inversion through atom \(\kappa\) maps the crystal onto itself, so each neighbour at \(\mathbf R\) has a partner of the same species at \(-\mathbf R\). After the deformation they lie at \(\pm F\mathbf R\), at equal distance. Their forces \(\pm\phi'(|F\mathbf R|)\,F\mathbf R/|F\mathbf R|\) cancel, and absolute convergence permits summing in such pairs. The summand of \(D_\kappa\) is odd in \(\mathbf R\) and cancels in the same pairs. ∎

*Remark.* A4 concerns the sites, and a centrosymmetric crystal need not satisfy it. It holds for any Bravais lattice. It holds for cubic perovskite, where every atom has coordinates \(0\) or \(a/2\): inversion through an atom at \(\mathbf p\) sends \(\mathbf x\) to \(\mathbf x+2\mathbf p-2\mathbf x\), and \(2\mathbf p\) and \(2\mathbf x\) are lattice vectors. It fails for the anion of fluorite at \(\frac a4(1,1,1)\), which has a cation at the origin while the opposite point \(\frac a2(1,1,1)\) is empty.

## Lemma 5 (reference stress)

Let \(t\) be the Cauchy stress (force per deformed area, tension positive), take \(F=1+\varepsilon\) with \(\varepsilon\) small and symmetric, and define \(B\) by \(t_{ij}=\sigma_{ij}+B_{ijkl}\varepsilon_{kl}\). Then
\[ B_{ijkl}=C_{ijkl}+\tfrac12(\sigma_{ik}\delta_{jl}+\sigma_{il}\delta_{jk}+\sigma_{jk}\delta_{il}+\sigma_{jl}\delta_{ik})-\sigma_{ij}\delta_{kl}. \]

*Proof.* Let \(S_{ij}=\partial W/\partial\eta_{ij}\) for the relaxed energy. A further small symmetric strain \(e\) of the deformed state takes \(F\) to \((1+e)F\), so \(\delta\eta=F^TeF\) to first order. The work per cell is \(\Omega S_{ij}(F^TeF)_{ij}=\Omega(FSF^T)_{kl}e_{kl}\). It also equals the deformed volume \(\Omega\det F\) times \(t_{kl}e_{kl}\), hence \(t=FSF^T/\det F\). To first order in \(\varepsilon\), \(\eta=\varepsilon\), \(S=\sigma+C\varepsilon\) and \(1/\det F=1-\varepsilon_{kk}\), so
\[ t_{ij}=\sigma_{ij}+C_{ijkl}\varepsilon_{kl}+\varepsilon_{ik}\sigma_{kj}+\sigma_{ik}\varepsilon_{kj}-\sigma_{ij}\varepsilon_{kk}. \]
The symmetry of \(\varepsilon\) allows \(\varepsilon_{ik}\sigma_{kj}=\tfrac12(\sigma_{jl}\delta_{ik}+\sigma_{jk}\delta_{il})\varepsilon_{kl}\) and \(\sigma_{ik}\varepsilon_{kj}=\tfrac12(\sigma_{ik}\delta_{jl}+\sigma_{il}\delta_{jk})\varepsilon_{kl}\). ∎

*Remark.* Under pressure, \(\sigma_{ij}=-P\delta_{ij}\). For \(ijkl=xxyy\) the bracket vanishes and the last term is \(+P\). For \(yzyz\) the bracket gives \(\tfrac12(\sigma_{yy}+\sigma_{zz})=-P\) and the last term vanishes. In a cubic crystal
\[ B_{12}=C_{12}+P,\qquad B_{44}=C_{44}-P,\qquad B_{12}-B_{44}=2P+(C_{12}-C_{44}). \]

## Proof of (a)

A4 gives \(D=0\) (Lemma 4), so \(C=C^0\) (Lemma 3), which is fully symmetric (Lemma 2). A3 gives \(B=C\) (Lemma 5), so the symmetric tensor is the one that relates stress to strain. In components, \(C_{23}=C_{yyzz}=C_{yzyz}=C_{44}\) and \(C_{14}=C_{xxyz}=C_{xzxy}=C_{56}\). Cyclic permutation of \(x,y,z\) gives the other four. Cubic symmetry makes \(C_{12}=C_{13}=C_{23}\) and \(C_{44}=C_{55}=C_{66}\), while \(C_{xxyz}\) changes sign under the twofold rotation \((x,y,z)\to(-x,-y,z)\) and vanishes, as do its cyclic images. ∎

*Illustration of A3.* Take an fcc crystal with the Morse potential \(\phi=d(X^2-2X)\), \(X=e^{-\lambda(r-r_0)}\), \(d=0.01\) Ha, \(\lambda=0.8\ \text{bohr}^{-1}\), \(r_0=5\) bohr, kept over four neighbour shells. A root search on \(\sigma_{xx}\) of Lemma 2 gives \(a_0=6.517\) bohr. Central differences of the Cauchy stress give there \(B_{12}=B_{44}=0.003607\ \text{Ha/bohr}^3\). At \(0.97a_0\) the pressure is \(P=0.000501\), second differences of the energy in \(\eta\) give \(C_{12}=C_{44}=0.005207\), and the stress derivatives are \(B_{12}=0.005709\) and \(B_{44}=0.004706\), all in \(\text{Ha/bohr}^3\). These are \(0.0052074\pm0.0005014\), as Lemma 5 requires.

## Proof of (b)

Sublattice A is fcc with cube edge \(a\), B is displaced by \(\frac a4(1,1,1)\), and \(\Omega=a^3/4\). The fcc vectors are \(\frac a4(m_1,m_2,m_3)\) with even \(m_i\) whose sum is a multiple of 4. The vectors from A to B are therefore \(\frac a4(n_1,n_2,n_3)\) with odd \(n_i\) and \(n_1+n_2+n_3\equiv3 \pmod 4\). Reversing all three signs gives a sum \(\equiv1\), an empty point, so A4 fails, although inversion through the midpoint of a bond exchanges A and B and is a symmetry of the crystal. Reversing two signs changes the sum by \(-2(n_i+n_j)\), a multiple of 4, so the set is invariant under double sign reversals. It is also invariant under permutations of the axes.

Hold A fixed and let \(\mathbf w=\mathbf w_B\). Bonds within one sublattice come in pairs \(\pm\mathbf R\) and have \(\Delta\mathbf w=0\), so they drop out of \(D\), \(E\) and the forces. Bonds from B to A are the negatives of those from A to B, which removes the minus sign in \(D_B\) and cancels the factor \(\tfrac12\) in \(E\):
\[ D_{i,jk}=\frac1\Omega\sum_{A\to B}\frac{\alpha}{r^2}R_iR_jR_k,\qquad E_{ij}=\frac1\Omega\sum_{A\to B}\Phi_{ij}. \]
A sum over the set vanishes if its summand is odd under a double reversal. The products \(x\) and \(x^3\) are odd under reversal of \(x,y\), which makes the force vanish. The product \(x^2y\) is odd under reversal of \(y,z\), and \(xy\) under reversal of \(x,z\). The product \(xyz\) is even under all three. Hence \(D_{i,jk}=D\) for \(i,j,k\) all different and zero otherwise, and \(E_{ij}=E\delta_{ij}\), the diagonal entries being equal by permutation and so one third of the trace:
\[ D=\frac1\Omega\sum_{A\to B}\alpha\,\frac{R_xR_yR_z}{r^2},\qquad E=\frac1{3\Omega}\sum_{A\to B}(\alpha+3\beta). \]
The coupling is \(D\,w_x(\eta_{yz}+\eta_{zy})+\text{cyclic}=D(w_x\eta_4+w_y\eta_5+w_z\eta_6)\). The strains \(\eta_1,\eta_2,\eta_3\) do not appear, so \(C_{11}=C^0_{11}\) and \(C_{12}=C^0_{12}\). For the shear,
\[ W-W_0=\tfrac12C^0_{44}\eta_4^2+D\,w_x\eta_4+\tfrac12E\,w_x^2 \]
is stationary at \(w_x=-(D/E)\eta_4\), where it equals \(\tfrac12(C^0_{44}-D^2/E)\eta_4^2\). With \(C^0_{44}=C^0_{12}=C_{12}\) from Lemma 2 and \(B=C\) from A3, the statement follows. ∎

*Remark.* For symmetric \(F\), \(\mathbf u=\mathbf w\) at first order, and \(u_x=-\zeta\frac a4\eta_4\) defines the Kleinman parameter \(\zeta=4D/aE\). A4 is sufficient for the Cauchy relation and not necessary: shells with opposite signs of \(\alpha R_xR_yR_z\) could cancel in \(D\).

*Remark.* Lemmas 2 and 3 need stationarity in \(w\) and not stability against strain. With the Morse potential above on the diamond lattice, over five shells and at the arbitrarily fixed lattice constant \(a=11\) bohr, the reference stress is not zero, so A3 fails and the \(C\) are second derivatives in \(\eta\), not the stress-strain coefficients \(B\). Energy differences give \(C_{12}-C_{44}=0.00089\ \text{Ha/bohr}^3\) and a ratio \((C_{12}-C_{44})/C_{11}=-3.63\). So \(C_{11}<0\) there, which by Lemma 2 means that shells with \(\alpha<0\) outweigh the others in \(\sum\alpha R_x^4/r^2\). The identity \(C_{12}-C_{44}=D^2/E\) holds for these \(C\), but it does not certify a crystal with positive elastic constants.

## Corollary (two shells)

Let \(\phi\) vanish beyond the second shell. The first shell has four A to B vectors \(\frac a4\mathbf n_a\), with \(\mathbf n_1=(1,1,1)\), \(\mathbf n_2=(1,-1,-1)\), \(\mathbf n_3=(-1,1,-1)\), \(\mathbf n_4=(-1,-1,1)\), and \(r_1^2=3a^2/16\). Each has \(R_xR_yR_z/r_1^2=(a^3/64)(16/3a^2)=a/12\), so
\[ D=\frac4{a^3}\cdot4\alpha_1\frac a{12}=\frac{4\alpha_1}{3a^2},\qquad E=\frac{16(\alpha_1+3\beta_1)}{3a^3},\qquad \zeta=\frac{\alpha_1}{\alpha_1+3\beta_1}. \]
In \(C^0\) the prefactor is \(1/2\Omega=2/a^3\). The eight ordered first-shell bonds have \(R_x^4/r_1^2=R_x^2R_y^2/r_1^2=(a^4/256)(16/3a^2)=a^2/48\) and contribute \(\alpha_1/3a\) to both constants. The second shell has twelve vectors per atom of type \(\frac a2(1,1,0)\), with \(r_2^2=a^2/2\). Eight have \(R_x^4/r_2^2=a^2/8\) and four have \(R_x^2R_y^2/r_2^2=a^2/8\). For two atoms the sums are \(2a^2\) and \(a^2\). Therefore
\[ C_{11}=\frac{\alpha_1/3+4\alpha_2}{a},\quad C_{12}=C^0_{44}=\frac{\alpha_1/3+2\alpha_2}{a},\quad C_{12}-C_{44}=\frac{16\alpha_1^2}{9a^4}\,\frac{3a^3}{16(\alpha_1+3\beta_1)}=\frac{\zeta\alpha_1}{3a}. \]
The trace of \(\sigma\) is \(\frac1{2\Omega}\sum\phi'r\) over 8 and 24 ordered bonds, so zero stress means \(4\phi_1'r_1+12\phi_2'r_2=0\).

*Limiting case.* With the first shell alone, zero stress forces \(\beta_1=0\) and \(\alpha_1=\phi''_1=k_1\). Then \(\zeta=1\), \(C_{11}=C_{12}=k_1/3a\) and \(C_{44}=0\). For a shear \(\eta_4\) the first-order change of \(s/2\) is \(\frac{a^2}{16}n_yn_z\eta_4+\frac a4n_xw_x\), and \(n_yn_z=n_x\) for all four bonds, so \(w_x=-\frac a4\eta_4\) leaves every bond length unchanged at first order. Both shear constants, \(C_{44}\) and \((C_{11}-C_{12})/2\), vanish.

## Worked example

Take \(\phi=\tfrac12k_1(r-\rho_1)^2\) near the first shell, \(\tfrac12k_2(r-\rho_2)^2\) near the second and zero beyond, with the round values \(k_1=0.3\), \(k_2=0.03\ \text{Ha/bohr}^2\), \(\rho_1=3.0\), \(\rho_2=5.2\) bohr. With \(r_i=c_ia\), \(c_1=\sqrt3/4\), \(c_2=1/\sqrt2\), the stress condition divided by \(a\) is linear in \(a\):
\[ a=\frac{4k_1\rho_1c_1+12k_2\rho_2c_2}{4k_1c_1^2+12k_2c_2^2}=\frac{4(0.3)(3.0)\frac{\sqrt3}4+12(0.03)(5.2)\frac1{\sqrt2}}{4(0.3)\frac3{16}+12(0.03)\frac12}=7.11741\ \text{bohr}. \]
Then \(\Omega=90.14\ \text{bohr}^3\), \(r_1=3.08193\) and \(r_2=5.03277\) bohr. The slopes are \(\phi_1'=0.3(3.08193-3.0)=0.02458\) and \(\phi_2'=0.03(5.03277-5.2)=-0.005017\) Ha/bohr: the first bonds are stretched and the second compressed. In \(\text{Ha/bohr}^2\), \(\beta_1=0.02458/3.082=0.007975\), \(\beta_2=-0.005017/5.033=-0.000997\), \(\alpha_1=0.3-0.007975=0.2920\) and \(\alpha_2=0.03+0.000997=0.03100\). Next,
\[ D=\frac{4(0.2920)}{3(7.117)^2}=0.007686\ \tfrac{\text{Ha}}{\text{bohr}^4},\qquad E=\frac{16(0.2920+3\times0.007975)}{3(7.117)^3}=0.004674\ \tfrac{\text{Ha}}{\text{bohr}^5}, \]
and \(\zeta=0.2920/(0.2920+3\times0.007975)=0.924\), below 1 because \(\beta_1>0\). With \(1\ \text{Ha/bohr}^3=29421\) GPa:

- \(C_{11}=(0.2920/3+4\times0.03100)/7.117=0.03110\ \text{Ha/bohr}^3=915\) GPa
- \(C_{12}=C^0_{44}=(0.2920/3+2\times0.03100)/7.117=0.02239\ \text{Ha/bohr}^3=659\) GPa
- \(C_{12}-C_{44}=0.007686^2/0.004674=0.01264\ \text{Ha/bohr}^3=372\) GPa
- \(C_{44}=0.02239-0.01264=0.00975\ \text{Ha/bohr}^3=287\) GPa

The clamped value exceeds the relaxed one by more than the relaxed value itself. The conditions \(C_{11}>C_{12}>0\) and \(C_{44}>0\) hold, so the elastic energy is positive. \(E\) also fixes the zone-centre optical mode. Two atoms of mass \(m\) have reduced mass \(m/2\) and potential energy \(\tfrac12\Omega E|\mathbf w|^2\), so \(m\omega^2=2\Omega E=2(90.14)(0.004674)=0.843\ \text{Ha/bohr}^2\). A soft optical mode enlarges \(D^2/E\) at fixed \(D\).

## Remark on real diamond

Under A1 to A3 with \(E>0\), part (b) gives \(C_{12}\ge C_{44}\). Measured diamond has the opposite order, with \(C_{12}\) roughly \(0.1\) TPa and \(C_{44}\) roughly \(0.6\) TPa. Internal strain breaks the Cauchy relation, but with the wrong sign to account for this, so the energy must contain terms outside A1. One model term shows that the sign can be reversed.

Keep the first shell alone (\(\beta_1=0\), \(\alpha_1=k_1\)) and add a Keating-type bending energy \(\frac{\gamma}{2r_1^2}\sum_{a<b}[\Delta(\mathbf R_a\cdot\mathbf R_b)]^2\) per atom, over the six pairs of bonds. It is a square, so the first-order change suffices, and the steps of Lemma 1 give \(\Delta(\mathbf R_a\cdot\mathbf R_b)=2\mathbf R_a\cdot\eta\mathbf R_b+\mathbf w\cdot(\mathbf R_a+\mathbf R_b)\). The bonds at B are the negatives of those at A and give the same products. Keep \(\eta_1,\dots,\eta_4\) and \(\tau=4w_x/a\), and use \(\mathbf n_a\cdot\eta\,\mathbf n_b=n_{ax}n_{bx}\eta_1+n_{ay}n_{by}\eta_2+n_{az}n_{bz}\eta_3+\tfrac12(n_{ay}n_{bz}+n_{az}n_{by})\eta_4\). In units of \(a^2/8\) the changes are \(p_1-(\eta_4-\tau)\) for pair 12, \(p_1+(\eta_4-\tau)\) for pair 34, \(p_2\) for pairs 13 and 24, and \(p_3\) for pairs 14 and 23, where \(p_1=\eta_1-\eta_2-\eta_3\) and cyclically. The squares add to \(2[p_1^2+p_2^2+p_3^2+(\eta_4-\tau)^2]\). The prefactor is \(\frac2\Omega\cdot\frac{\gamma}{2r_1^2}\cdot\frac{a^4}{64}=\frac8{a^3}\cdot\frac{8\gamma}{3a^2}\cdot\frac{a^4}{64}=\frac{\gamma}{3a}\).

For stretching, Lemma 2 gives \(k_1(p+q)^2/2r_1^2\) per bond, with \(p+q=\frac{a^2}{16}[T+n_x(\eta_4+\tau)]\) and \(T=\eta_1+\eta_2+\eta_3\). The four squares add to \(4[T^2+(\eta_4+\tau)^2]\) because \(\sum n_x=0\), and the prefactor is \(\frac4{a^3}\cdot\frac{8k_1}{3a^2}\cdot\frac{a^4}{256}=\frac{k_1}{24a}\). With \(A=k_1/3\) and \(G=4\gamma/3\),
\[ W-W_0=\frac A{2a}\left[T^2+(\eta_4+\tau)^2\right]+\frac G{2a}\left[p_1^2+p_2^2+p_3^2+(\eta_4-\tau)^2\right]. \]
Expanding, \(\sum p_i^2=3\sum\eta_i^2-2\sum_{i<j}\eta_i\eta_j\) and \(T^2=\sum\eta_i^2+2\sum_{i<j}\eta_i\eta_j\). Comparison with \(\tfrac12C_{11}\eta_1^2+C_{12}\eta_1\eta_2+\dots\) gives \(C_{11}=(A+3G)/a\) and \(C_{12}=(A-G)/a\), and \(\tau=0\) gives \(C^0_{44}=(A+G)/a\). The clamped constants already differ, by \(2G/a\), because \(\mathbf R_a\cdot\eta\mathbf R_b\) involves two different vectors. Stationarity in \(\tau\) reads \(A(\eta_4+\tau)=G(\eta_4-\tau)\), so \(\eta_4+\tau=2G\eta_4/(A+G)\) and \(\eta_4-\tau=2A\eta_4/(A+G)\), and
\[ C_{44}=\frac{4AG^2+4GA^2}{a(A+G)^2}=\frac{4AG}{a(A+G)}. \]
The inequality \(C_{12}<C_{44}\) becomes \(A^2-G^2<4AG\), or \((G/A)^2+4(G/A)-1>0\), which holds for \(G/A>\sqrt5-2=0.236\).

For \(k_1=0.3\), \(\gamma=0.03\ \text{Ha/bohr}^2\) and \(a=\rho_1/c_1=6.928\) bohr, \(G/A=4\gamma/k_1=0.4\). In \(\text{Ha/bohr}^3\), \(C_{12}=(0.3/3)(1-0.4)/6.928=0.00866\), \(C^0_{44}=(0.3/3)(1+0.4)/6.928=0.02021\) and \(C_{44}=(0.3/3)\,4(0.4)/[(1+0.4)(6.928)]=0.01650\). Relaxation still lowers \(C_{44}\), and in this model it remains above \(C_{12}\).

Numbers in the example were calculated in double precision.
